# Choosing the displacement in central-difference Hessians of floppy metal alkyls

## Definitions and conventions

Let \(V(x)\) be the Born–Oppenheimer energy of a molecule and \(g_i=\partial V/\partial x_i\) its gradient. A program that supplies gradients gives the Hessian column by column:

\[
K_{ij}(h)=\frac{g_i(x+h\,e_j)-g_i(x-h\,e_j)}{2h},
\]

where \(e_j\) is a unit Cartesian displacement of one atom. Atomic units are used: energies in \(E_h\), lengths in \(a_0\), masses in electron masses.

Each computed gradient component carries an error \(n\) of zero mean and standard deviation \(\sigma\). At first I assume that \(\sigma\) does not depend on \(h\) and that errors of different components and different evaluations are independent. For a wanted force constant \(k\), \(T\) denotes the third derivative of the gradient that enters its central difference. For a single Hessian element it is a fourth derivative of the energy; for a mode built from many elements it is a weighted sum of such derivatives.

## What goes wrong with a very small step

The naive choice makes \(h\) as small as possible, since the difference quotient then tends to the derivative. Along one coordinate, with the origin at the reference geometry,

\[
g(\pm h)=g(0)\pm kh+\tfrac12 g''h^2\pm\tfrac16Th^3+\dots
\]

Subtraction removes the even terms. Division by \(2h\) leaves

\[
K(h)=k+\frac{T h^2}{6}+\frac{n_+-n_-}{2h}+O(h^4).
\]

The cubic term of the gradient thus becomes a quadratic error of the Hessian. The variance of \(n_+-n_-\) is \(2\sigma^2\), so the noise term has standard deviation \(\sqrt2\,\sigma/(2h)=\sigma/(\sqrt2\,h)\). It diverges as \(h\to0\). A large step is no cure, because the truncation then grows.

Since the noise has zero mean, the cross term averages to zero and the mean square error is

\[
M(h)=\frac{T^2h^4}{36}+\frac{\sigma^2}{2h^2}.
\]

For \(T\neq0\) it goes to infinity at both ends. Its derivative is

\[
M'(h)=\frac{T^2h^3}{9}-\frac{\sigma^2}{h^3},
\]

which vanishes at the single positive value \(h^6=9\sigma^2/T^2\), that is

\[
\boxed{h^*=\left(\frac{3\sigma}{|T|}\right)^{1/3}}
\]

At this step \(|T|=3\sigma/h^{*3}\), so the truncation is \(|T|h^{*2}/6=\sigma/(2h^*)\). Hence

\[
M(h^*)=\frac{\sigma^2}{4h^{*2}}+\frac{\sigma^2}{2h^{*2}}=\frac{3\sigma^2}{4h^{*2}},
\qquad
\sqrt{M(h^*)}=\frac{\sqrt3}{2}\frac{\sigma}{h^*}
=\frac{\sqrt3}{2}\left(\frac{|T|}{3}\right)^{1/3}\sigma^{2/3}.
\]

A thousandfold reduction of the noise allows a tenfold smaller step and lowers the error a hundredfold.

For a step \(h=xh^*\), the two parts of \(M\) become \(x^4\sigma^2/(4h^{*2})\) and \(\sigma^2/(2x^2h^{*2})\). Relative to the minimum, the rms error is therefore

\[
\sqrt{\frac{x^4+2/x^2}{3}} .
\]

This is 1.64 at half the best step and 2.35 at twice the best step. An error in \(T\) costs little: a factor of two in \(T\) moves \(h^*\) by \(2^{1/3}=1.26\).

A direct search tests the law. An atom is displaced sideways on a Morse bond of depth \(0.17\,E_h\), range parameter \(1\,a_0^{-1}\) and length \(2.06\,a_0\), with a weak harmonic tether. Here \(T=0.2404\,E_h/a_0^4\). One set of 20,000 pairs of random gradient errors was scaled to each noise level, and the best step was sought on a grid. For \(\sigma=10^{-8}\) and \(10^{-4}\,E_h/a_0\) the search gave 0.0050 and 0.1072 \(a_0\), against 0.0050 and 0.1077 \(a_0\) from the formula. The fitted exponent over the five noise levels used was 0.333.

## When the noise is of another kind

**Bounded errors.** If all that is known is \(|n|\le\varepsilon\), the worst case is

\[
B(h)=\frac{|T|h^2}{6}+\frac{\varepsilon}{h},\qquad
B'(h)=\frac{|T|h}{3}-\frac{\varepsilon}{h^2}=0 .
\]

The best step is \((3\varepsilon/|T|)^{1/3}\), the same form as before. There \(|T|h^2/6=\varepsilon/(2h)\), so the least bound is \(3\varepsilon/(2h)\).

**Correlated errors.** If \(n_+\) and \(n_-\) have correlation \(r\), the variance of their difference is \(2\sigma^2(1-r)\). The formulas hold with \(\sigma\) replaced by \(\sigma\sqrt{1-r}\), provided \(r<1\) does not depend on \(h\).

**Smooth errors.** An error that is an even function of the displacement cancels. A smooth odd error is proportional to \(h\) at small \(h\), so its contribution to \(K\) stays finite. Neither gives a \(1/h\) divergence, and the one-third law does not apply. Such an error can still bias the Hessian.

**Vanishing \(T\).** If \(T=0\), the next truncation term is \(Uh^4/120\), with \(U\) the fifth derivative of the gradient. Then

\[
M=\frac{U^2h^8}{14400}+\frac{\sigma^2}{2h^2},\qquad
\frac{U^2h^7}{1800}=\frac{\sigma^2}{h^3},\qquad
h=\left(\frac{1800\,\sigma^2}{U^2}\right)^{1/10}.
\]

The step now scales as \(\sigma^{1/5}\). The one-third power belongs to a nonzero cubic term that dominates the higher ones.

**One step for many elements.** With a common \(h\) for \(N\) elements, the summed square error is \(\sum_a T_a^2h^4/36+N\sigma^2/(2h^2)\). The same differentiation gives \(h=(3\sigma/T_{\rm rms})^{1/3}\), where \(T_{\rm rms}^2=\sum_aT_a^2/N\).

## Why a soft mode suffers most

Let \(L\) be a normalised mass-weighted mode and \(c_i=L_i/\sqrt{m_i}\). Assume that overall translations and rotations have been projected out of the Hessian. Otherwise noise can mix a soft torsion with the rotation about the same axis, and first-order theory fails. If the error is also small against the separation from the other vibrations, a Hessian error \(E_{ij}\) changes \(\omega^2\) to first order by \(\sum_{ij}c_iE_{ij}c_j\). The elements have independent variances \(\sigma^2/(2h^2)\), so

\[
\mathrm{Var}(\omega^2)=\frac{\sigma^2}{2h^2}\sum_{ij}c_i^2c_j^2
=\frac{\sigma^2}{2h^2}\Bigl(\sum_i\frac{L_i^2}{m_i}\Bigr)^2 .
\]

Symmetrising \(E\) does not alter the quadratic form and so does not alter this result. Define \(1/\mu=\sum_iL_i^2/m_i\) and \(k=\mu\omega^2\). The standard deviation of \(k\) is then \(\sigma/(\sqrt2\,h)\), whatever the stiffness of the mode. From \(\delta(\omega^2)=2\omega\,\delta\omega\),

\[
\delta\omega=\frac{\delta k}{2\mu\omega}\qquad(|\delta k|\ll k).
\]

For equal \(\mu\), the same force-constant noise gives a larger frequency error in a softer mode.

Truncation is not soft either. Consider a linear dimethylmetal molecule M(CH\(_3\))\(_2\) with its two methyl groups turning in opposite senses. The six hydrogens lie at distance \(\rho\) from the axis. A normalised displacement \(q\) moves each of them tangentially by \(s=q/\sqrt6\). A straight tangential step also widens the ring:

\[
\Delta\rho=\sqrt{\rho^2+s^2}-\rho\simeq\frac{s^2}{2\rho}=\frac{q^2}{12\rho}.
\]

The normalised ring-breathing coordinate is \(R=\sqrt6\,\Delta\rho\). With its force constant \(k_R\), the widening costs

\[
\tfrac12k_RR^2=\tfrac12k_R\,\frac{6q^4}{144\rho^2}=\frac{k_R\,q^4}{48\rho^2}.
\]

Four differentiations give a factor 24. Apart from the small torsional potential,

\[
T_{\rm line}=\frac{k_R}{2\rho^2}.
\]

The stiff ring breathing sets the truncation of the soft torsion.

The same geometry reveals a third error. If the structure is not fully optimised and has a gradient \(F_R\) along \(R\), the energy contains \(F_RR=\sqrt6F_Rq^2/(12\rho)\). Its second derivative is a false torsional force constant

\[
\delta k=\frac{F_R}{\sqrt6\,\rho}.
\]

No choice of \(h\) removes it.

## Dimethylberyllium: the numbers

The example is a free, staggered dimethylberyllium molecule at the RHF/STO-3G level, optimised within its symmetry. The ring radius is \(\rho=1.9025\,a_0\), and \(k_R=0.4219\,E_h/a_0^2\). The formula gives

\[
T_{\rm line}=\frac{0.4219}{2(1.9025)^2}=0.0583\,E_h/a_0^4 .
\]

Straight torsional displacements of 0.1, 0.2 and 0.3 \(a_0\) also give 0.0583 to this precision. Their extrapolation to zero step yields \(k=1.016\times10^{-5}\,E_h/a_0^2\), or 16.3 cm\(^{-1}\) with \(\mu\) equal to the hydrogen mass. The last digit of \(k\) is not secure: the analytic Hessian gives \(1.018\times10^{-5}\,E_h/a_0^2\).

The ordinary Hessian moves one atom at a time along fixed Cartesian axes, so its \(T\) differs from \(T_{\rm line}\). With one hydrogen of each methyl group in the \(xz\) plane, tightly converged gradients at \(h=0.1\,a_0\) give \(K=-5.055\times10^{-4}\,E_h/a_0^2\) for the torsion. Hence

\[
T=\frac{6(K-k)}{h^2}
=\frac{6(-5.055\times10^{-4}-0.102\times10^{-4})}{0.01}
=-0.309\,E_h/a_0^4 .
\]

The negative \(K\) is a false imaginary frequency, produced by truncation without any noise. This \(K\) is the projection of the Hessian on the exact torsional mode. At so large a step the truncation also mixes the torsion with other modes, and the lowest eigenvalue corresponds to \(-5.34\times10^{-4}\,E_h/a_0^2\), 6% lower.

The origin of the sign can be traced. Neglect the weak torsional torque between the methyl groups. The total torque of the gradients on each displaced methyl group about the axis is then zero. If one hydrogen moves by \(u=(u_r,u_t)\) in its radial and tangential directions, the projection of the gradient on the torsion uses the old positions and misses the term \(u\times g\). For the upper group this gives

\[
L\cdot g=-\frac{u_rg_t-u_tg_r}{\sqrt6\,\rho}.
\]

To second order, mirror symmetry leaves \(g_t=V_{rtt}u_ru_t\) and \(g_r=\tfrac12V_{rrr}u_r^2+\tfrac12V_{rtt}u_t^2\), where the subscripts denote derivatives for a single hydrogen. First-order parts of \(g\) give even terms in \(L\cdot g\), which cancel in the central difference. Each column is weighted by \(u_t/(\sqrt6\,h)\). With \(u_r=ch\) and \(u_t=\bar sh\), comparison with \(Th^2/6\) gives

\[
T=-\frac1\rho\sum\left[\left(V_{rtt}-\tfrac12V_{rrr}\right)c^2\bar s^2-\tfrac12V_{rtt}\bar s^4\right].
\]

The sum runs over six hydrogens and their \(x\) and \(y\) axes. Two hydrogens lie at \(0^\circ\) or \(180^\circ\) and contribute \(\sum\bar s^4=1\) each, with \(\sum c^2\bar s^2=0\). The other four contribute \(\sum c^2\bar s^2=3/8\) and \(\sum\bar s^4=5/8\) each. The totals are \(3/2\) and \(9/2\), so

\[
T=-\frac1\rho\left[\tfrac32V_{rtt}-\tfrac34V_{rrr}-\tfrac94V_{rtt}\right]
=\frac{3}{4\rho}(V_{rrr}+V_{rtt}).
\]

A negative \(T\) therefore requires \(V_{rrr}+V_{rtt}<0\). Radial and tangential displacements of one hydrogen give \(V_{rrr}\approx-0.93\) and \(V_{rtt}\approx+0.14\,E_h/a_0^3\). The formula then yields \(T=-0.310\,E_h/a_0^4\), and the radial derivative sets the sign. Within this approximation \(T\) does not change when the \(x\) and \(y\) axes are turned about the molecular axis. A hydrogen at angle \(\varphi\) contributes \(\sum c^2\bar s^2=(1-\cos4\varphi)/4\) and \(\sum\bar s^4=(3+\cos4\varphi)/4\), and the cosines add to zero over the three hydrogens of each methyl group.

Now take \(\sigma=10^{-5}\,E_h/a_0\) as a round noise level. Then

\[
h^*=\left(\frac{3\times10^{-5}}{0.3094}\right)^{1/3}=0.0459\,a_0=0.0243\ \text{Å}.
\]

The truncation predicted there is \(-1.088\times10^{-4}\,E_h/a_0^2\). A fresh set of displacements at this step gives the same value to four digits, so the higher terms are negligible here. The noise part is \(10^{-5}/(\sqrt2\times0.0459)=1.54\times10^{-4}\), and the combined rms error is \(1.89\times10^{-4}\,E_h/a_0^2\). At the same \(\sigma\), steps of 0.01 and 0.1 \(a_0\) give \(7.1\times10^{-4}\) and \(5.2\times10^{-4}\).

The best step is thus clearly better, yet its error is about 19 times \(k\). On the wavenumber scale \(\sqrt{\delta k/\mu}\), it corresponds to 70 cm\(^{-1}\). To reach an rms error of \(0.1k\) with this Cartesian scheme, the noise would have to fall to \(4.0\times10^{-9}\,E_h/a_0\). An optimal step is not necessarily an adequate one.

## The scheme that follows

First measure \(\sigma\). Repeat the gradient at one geometry from independently perturbed starting densities, with the convergence settings intended for the Hessian. Three such runs with an energy threshold of \(10^{-6}\,E_h\) gave an rms deviation of \(4.2\times10^{-6}\,E_h/a_0\) on the hydrogens. If the errors at \(+h\) and \(-h\) were independent and of this size, the best step would be \(h^*=0.034\,a_0\). Three runs give only an order of magnitude: single runs scatter from about \(2\times10^{-6}\) to \(1\times10^{-5}\,E_h/a_0\). They also do not show how errors at \(+h\) and \(-h\) are related when both start from the same density. With the same threshold and every displaced run started from the reference density, the torsional \(K\) at \(h=0.1\,a_0\) was in error by \(1.5\times10^{-4}\,E_h/a_0^2\), about five times \(\sigma/(\sqrt2\,h)\). The measured \(\sigma\) should therefore be checked by comparing a few columns with tightly converged ones.

Next estimate \(T\) from two deliberately large steps, \(h_1\) and \(2h_1\):

\[
T\simeq\frac{6[K(2h_1)-K(h_1)]}{4h_1^2-h_1^2}
=\frac{2[K(2h_1)-K(h_1)]}{h_1^2}.
\]

The variances of the two force constants are \(\sigma^2/(8h_1^2)\) and \(\sigma^2/(2h_1^2)\), with sum \(5\sigma^2/(8h_1^2)\). The standard deviation of \(T\) is therefore \(\sqrt{5/2}\,\sigma/h_1^3\). For \(\sigma=10^{-5}\) and \(h_1=0.1\,a_0\) it is \(0.016\,E_h/a_0^4\), about 5% of \(|T|\) here. The estimate also requires the \(h^4\) term to be small at \(2h_1\). Then set \(h^*\), and compare its expected error with the force constant itself.

If the error is too large for a torsion, change the coordinate. Turning the methyl groups along arcs keeps \(\rho\) fixed and removes the ring widening. The relative angle is \(\theta=2s/\rho\), where \(s=q/\sqrt6\) is now an arc length. For a threefold barrier \(V_3\),

\[
V=\frac{V_3}{2}(1-\cos\kappa q),\qquad
\kappa q=3\theta=\frac{\sqrt6\,q}{\rho},\qquad
k=\frac{V_3\kappa^2}{2}=\frac{3V_3}{\rho^2}.
\]

The gradient along the arc is \((V_3\kappa/2)\sin\kappa q=(k/\kappa)\sin\kappa q\), so its ratio to \(q\) is \(k\sin(\kappa q)/(\kappa q)\). At \(q=0.3\,a_0\) the computed ratio is \(9.93\times10^{-6}\,E_h/a_0^2\), 2% below \(k\). The straight displacement of the same length gives \(8.78\times10^{-4}\), about 86 times \(k\).

The arc does not remove noise. At \(\sigma=10^{-5}\) and \(q=0.3\,a_0\), the noise is still \(2.4\times10^{-5}\,E_h/a_0^2\), more than twice \(k\). If the threefold form is accepted, one can step to \(\kappa q=\pi/2\), where the gradient is largest and equals \(k/\kappa\). Half the difference of the two gradients has noise \(\sigma/\sqrt2\), so that of \(k\) is \(\kappa\sigma/\sqrt2\). With \(\kappa=\sqrt6/\rho=1.29\,a_0^{-1}\) this is \(9.1\times10^{-6}\) for \(\sigma=10^{-5}\), and a tenth of that for \(\sigma=10^{-6}\). The latter is 9% of \(k\).

Finally, tighten the geometry. A residual \(F_R=3\times10^{-4}\,E_h/a_0\) would add \(6.4\times10^{-5}\,E_h/a_0^2\) to the straight-line force constant, over six times \(k\).

## What this means for a real precursor

Beryllium alkyls serve as acceptor-dopant sources for III–V layers, and dimethylberyllium is a simple member of the family. The calculation leaves out electron correlation, uses a minimal basis and treats an isolated molecule. Association of the molecules would break the assumption of a linear, nearly free rotor; \(k\) and \(T\) would then have to be computed anew. If \(T\) changed by a factor of two at fixed noise, the step would move by 26% or less. In the 6-31G basis at the same geometry the formula above gives \(T\approx-0.30\,E_h/a_0^4\), which moves the step by 1%. The tiny barrier has no such protection and is not a prediction for experiment. At the same geometry the eclipsed form lies 0.8 cm\(^{-1}\) (RHF/6-31G), 3.0 cm\(^{-1}\) (RHF/6-31G*) or 3.2 cm\(^{-1}\) (MP2/6-31G*) above the staggered one, and 0.5 cm\(^{-1}\) below it at MP2/6-31G. The size of \(k\), and even which form is the minimum, depend on the level of theory.

Within this model the energy difference between the eclipsed and staggered forms is \(V_3=2.7\) cm\(^{-1}\), while \(kT\) at 300 K, with \(k\) here Boltzmann's constant, is 208.5 cm\(^{-1}\). Half the harmonic quantum, about 8 cm\(^{-1}\), already exceeds the barrier. The harmonic torsion is therefore unsuitable for a partition function even if its force constant is free of numerical error. A hindered or nearly free internal rotor is the appropriate model, and the Cartesian Hessian should be kept for modes whose force constants stand well above the error at \(h^*\). The numerical output lists that error for the torsion at three noise levels. Other modes have their own \(T\), and a stiff stretch can have a larger truncation at the same step, so their errors must be estimated separately.

## Numbers as computed

```
Morse test: fourth derivative T = 0.2404 Eh/a0^4
  sigma 1e-08 Eh/a0: searched h 0.0050, law 0.0050 a0
  sigma 1e-07 Eh/a0: searched h 0.0107, law 0.0108 a0
  sigma 1e-06 Eh/a0: searched h 0.0229, law 0.0232 a0
  sigma 1e-05 Eh/a0: searched h 0.0501, law 0.0500 a0
  sigma 1e-04 Eh/a0: searched h 0.1072, law 0.1077 a0
Fitted exponent of h against sigma = 0.3330
Error penalty at h*/2 = 1.639, at 2h* = 2.345
Dimethylberyllium, staggered, RHF/STO-3G
Be-C distance = 1.6949 Angstrom
C-H distance = 1.0845 Angstrom
Hydrogen ring radius rho = 1.9025 a0
Largest symmetric residual gradient = 1.0e-07 Eh/a0
Torsional force constant k = 1.016e-05 Eh/a0^2
Same from barrier, 3 V3/rho^2 = 1.020e-05 Eh/a0^2
Harmonic torsion (negative = imaginary) = 16.3 cm^-1
Barrier V3 (eclipsed - staggered) = 2.70 cm^-1
kT at 300 K = 208.5 cm^-1
Ring-breathing force constant k_R = 0.4219 Eh/a0^2
T_line from torsional steps = 0.05826 Eh/a0^4
T_line from k_R/(2 rho^2) = 0.05829 Eh/a0^4
Slope/step at q = 0.3 a0: line 8.776e-04, arc 9.934e-06 Eh/a0^2
Cartesian Hessian, h = 0.1 a0: K = -5.0549e-04 Eh/a0^2
T of Cartesian Hessian = -0.3094 Eh/a0^4
Chosen noise sigma = 1e-05 Eh/a0
Optimal step h* = 0.0459 a0 = 0.0243 Angstrom
Truncation at h*: law -1.088e-04, computed -1.088e-04 Eh/a0^2
rms error at h* = 1.885e-04 Eh/a0^2
rms error at h = 0.1 a0: 5.205e-04 Eh/a0^2
rms error at h = 0.01 a0: 7.071e-04 Eh/a0^2
Noise, optimal step, least error in k, wavenumber of that error:
  1e-04 Eh/a0, 0.0990 a0, 8.750e-04 Eh/a0^2, 151.5 cm^-1
  1e-05 Eh/a0, 0.0459 a0, 1.885e-04 Eh/a0^2, 70.3 cm^-1
  1e-06 Eh/a0, 0.0213 a0, 4.061e-05 Eh/a0^2, 32.6 cm^-1
Noise needed for 10 percent error in k = 4.0e-09 Eh/a0
Loose-SCF noise on H gradients = 4.16e-06 Eh/a0
Optimal step for that noise = 0.0343 a0
Chosen residual radial gradient F_R = 3e-04 Eh/a0
False torsional k from F_R = 6.44e-05 Eh/a0^2
```
